# The well field in a periodic polar heterostructure: a program that tests the result

```python
# Result under test, in Hartree atomic units:
# E_w = 4*pi*(P_b-P_w)*L_b / (eps_w*L_b + eps_b*L_w)
# E_w: macroscopic field in the well; P: zero-field bulk polarization;
# L: layer thickness; eps: relative permittivity; w: well; b: barrier.
# The average field over the periodic stack is zero.
# Independent road: relax charged sheets under their electric and spring forces,
# then average the microscopic field over individual cells.
import numpy as np
from collections import namedtuple
from scipy.constants import physical_constants

FOUR_PI = 4.0 * np.pi
SHEET_CHARGE = 0.05
FIELD_UNIT = physical_constants["atomic unit of electric field"][0]
HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# length: cell length; spring: force constant per area;
# rest_offset: spring rest position relative to the nonpolar midpoint.
Material = namedtuple("Material", "length spring rest_offset")
well = Material(5.0, 0.0070, -0.010)
barrier = Material(4.8, 0.0076, -0.025)
third = Material(5.2, 0.0080, 0.015)


def relax(cells, mean_field=0.0, coupling=0.0, boundary_charge=None):
    """Return cell-averaged fields and cell polarizations at equilibrium."""
    count = len(cells)
    length = np.array([cell.length for cell in cells])
    spring = np.array([cell.spring for cell in cells])
    rest = np.array([cell.rest_offset for cell in cells])
    if boundary_charge is None:
        boundary_charge = np.zeros(count)
    assert abs(np.sum(boundary_charge)) < 1e-14
    left_edge = np.cumsum(length) - length
    total_length = np.sum(length)
    charges = np.column_stack([
        np.full(count, SHEET_CHARGE),
        np.full(count, -SHEET_CHARGE),
        boundary_charge,
    ]).ravel()
    field_jumps = FOUR_PI * np.cumsum(charges)

    def sheet_fields(offset):
        positions = np.column_stack([
            left_edge + length / 4,
            left_edge + 3 * length / 4 + offset,
            left_edge + length,
        ]).ravel()
        segments = np.diff(np.append(positions, total_length + positions[0]))
        shift = mean_field - np.dot(field_jumps, segments) / total_length
        right = field_jumps + shift
        left = right - FOUR_PI * charges
        return left.reshape(count, 3), right.reshape(count, 3)

    def force(offset):
        left, right = sheet_fields(offset)
        electric = -SHEET_CHARGE * (left[:, 1] + right[:, 1]) / 2
        neighbours = np.roll(offset, 1) + np.roll(offset, -1) - 2 * offset
        return electric - spring * (offset - rest) + coupling * neighbours

    # Forces are affine in the offsets while the sheet order is unchanged.
    zero_force = force(np.zeros(count))
    jacobian = np.column_stack([
        force(unit) - zero_force for unit in np.eye(count)
    ])
    assert np.max(np.linalg.eigvalsh((jacobian + jacobian.T) / 2)) < 0
    offset = np.linalg.solve(jacobian, -zero_force)
    assert np.max(np.abs(force(offset))) < 1e-12
    assert np.all(np.abs(offset) < length / 4)
    left, right = sheet_fields(offset)
    cell_field = (
        left[:, 0] * length / 4
        + right[:, 0] * (length / 2 + offset)
        + right[:, 1] * (length / 4 - offset)
    ) / length
    dipole = SHEET_CHARGE * (length / 4 - (3 * length / 4 + offset))
    return cell_field, dipole / length


def bulk_properties(material):
    """Obtain polarization and permittivity from isolated bulk calculations."""
    probe = 1e-3
    zero = relax([material])[1][0]
    plus = relax([material], mean_field=probe)[1][0]
    minus = relax([material], mean_field=-probe)[1][0]
    permittivity = 1 + FOUR_PI * (plus - minus) / (2 * probe)
    return zero, permittivity


P_w, eps_w = bulk_properties(well)
P_b, eps_b = bulk_properties(barrier)
P_t, eps_t = bulk_properties(third)


def predicted_well_field(L_w, L_b, mean_field=0.0, interface_charge=0.0):
    numerator = FOUR_PI * (P_b - P_w - interface_charge) * L_b
    numerator += eps_b * mean_field * (L_w + L_b)
    return numerator / (eps_w * L_b + eps_b * L_w)


def close(value, reference, relative=1e-8):
    return np.isclose(value, reference, rtol=relative, atol=1e-12)


# Main result, with bulk data kept separate from the superlattice calculation.
n_w, n_b = 8, 12
L_w, L_b = n_w * well.length, n_b * barrier.length
cells = [well] * n_w + [barrier] * n_b
fields, polarizations = relax(cells)
E_w = fields[n_w // 2]
E_b = fields[n_w + n_b // 2]
E_formula = predicted_well_field(L_w, L_b)
assert close(E_w, E_formula)
assert close(E_b, -E_formula * L_w / L_b)
assert np.ptp(fields[:n_w]) < 1e-11
assert np.ptp(fields[n_w:]) < 1e-11
D_w = E_w + FOUR_PI * polarizations[n_w // 2]
D_b = E_b + FOUR_PI * polarizations[n_w + n_b // 2]
assert close(D_w, D_b)

# Thickness dependence, including thin and thick barriers.
thickness_results = []
for barrier_cells in (1, 4, 12, 36, 120):
    sample = relax([well] * n_w + [barrier] * barrier_cells)[0]
    sample_L_b = barrier_cells * barrier.length
    prediction = predicted_well_field(L_w, sample_L_b)
    assert close(sample[n_w // 2], prediction)
    thickness_results.append((sample_L_b, sample[n_w // 2]))
thick_limit = FOUR_PI * (P_b - P_w) / eps_w
thick_ratio = thickness_results[-1][1] / thick_limit
assert 0.9 < thick_ratio < 1.0
assert thickness_results[0][1] < 0.2 * thick_limit

# A nonzero average field changes the electrical boundary condition.
applied = 2e-4
biased_field = relax(cells, mean_field=applied)[0][n_w // 2]
assert close(biased_field, predicted_well_field(L_w, L_b, mean_field=applied))

# Opposite additional charges at the two interfaces alter the field.
sigma = 2e-4
extra = np.zeros(n_w + n_b)
extra[n_w - 1] = sigma
extra[-1] = -sigma
charged_field = relax(cells, boundary_charge=extra)[0][n_w // 2]
assert close(charged_field,
             predicted_well_field(L_w, L_b, interface_charge=sigma))

# General stack result on three different materials and a nonzero mean field.
counts = np.array([5, 7, 4])
materials = [well, barrier, third]
lengths = counts * np.array([item.length for item in materials])
P_all = np.array([P_w, P_b, P_t])
eps_all = np.array([eps_w, eps_b, eps_t])
three_cells = [well] * 5 + [barrier] * 7 + [third] * 4
three_direct = relax(three_cells, mean_field=applied)[0][[2, 8, 14]]
D_three = (applied * np.sum(lengths)
           + FOUR_PI * np.sum(lengths * P_all / eps_all))
D_three /= np.sum(lengths / eps_all)
three_formula = (D_three - FOUR_PI * P_all) / eps_all
assert np.allclose(three_direct, three_formula, rtol=1e-8, atol=1e-12)

# Intercell coupling produces an interface dipole and a finite-period error.
coupling = 0.002
finite_period = []
for scale in (2, 4, 8):
    wells, barriers = scale * n_w, scale * n_b
    coupled = relax([well] * wells + [barrier] * barriers,
                    coupling=coupling)[0][wells // 2]
    finite_period.append((scale * (L_w + L_b), coupled - E_formula))
errors = np.array([item[1] for item in finite_period])
error_ratios = errors[:-1] / errors[1:]
assert np.all(np.abs(errors) > 1e-10)
# The small allowance covers higher inverse powers and interface overlap.
assert np.allclose(error_ratios, 2.0, rtol=0.05, atol=0)

print("MODEL INPUTS (Hartree atomic units)")
print(f"Sheet charge per area: {SHEET_CHARGE:.3f} e/bohr^2")
for name, item in (("Well", well), ("Barrier", barrier)):
    print(f"{name} cell length: {item.length:.2f} bohr")
    print(f"{name} spring per area: {item.spring:.4f} hartree/bohr^4")
    print(f"{name} spring rest offset: {item.rest_offset:.3f} bohr")
print(f"Well cells: {n_w}; barrier cells: {n_b} (counts)")
print(f"Well thickness: {L_w:.2f} bohr")
print(f"Barrier thickness: {L_b:.2f} bohr")
print("BULK RESULTS")
print(f"Well polarization: {P_w:.8f} e/bohr^2")
print(f"Barrier polarization: {P_b:.8f} e/bohr^2")
print(f"Polarization mismatch P_b-P_w: {P_b-P_w:.8f} e/bohr^2")
print(f"Well relative permittivity: {eps_w:.5f} (dimensionless)")
print(f"Barrier relative permittivity: {eps_b:.5f} (dimensionless)")
print("SUPERLATTICE RESULTS")
print(f"Well field, relaxed chain: {E_w:.9f} a.u.")
print(f"Well field, formula: {E_formula:.9f} a.u.")
print(f"Well field, converted: {E_w*FIELD_UNIT/1e9:.5f} GV/m")
print(f"Barrier field, relaxed chain: {E_b:.9f} a.u.")
print(f"Common displacement field D: {D_w:.8f} a.u.")
print(f"Magnitude of well energy drop: {abs(E_w)*L_w:.7f} hartree")
print(f"Well energy drop, converted: {abs(E_w)*L_w*HARTREE_EV:.5f} eV")
print("BARRIER THICKNESS AND WELL FIELD")
for thickness, value in thickness_results:
    print(f"L_b = {thickness:.1f} bohr: E_w = {value:.8f} a.u.")
print(f"Infinite-barrier limit: {thick_limit:.8f} a.u.")
print("CHANGED BOUNDARY CONDITIONS")
print(f"Applied average field: {applied:.6f} a.u.")
print(f"Well field with this average: {biased_field:.8f} a.u.")
print(f"Added well-to-barrier charge: {sigma:.6f} e/bohr^2")
print(f"Well field with added charges: {charged_field:.8f} a.u.")
print("INTERFACE RELAXATION")
print(f"Intercell spring per area: {coupling:.4f} hartree/bohr^4")
for period, error in finite_period:
    print(f"Period {period:.1f} bohr: field error {error:.6e} a.u.")
print(f"Error ratio on first doubling: {error_ratios[0]:.5f} (dimensionless)")
print(f"Error ratio on second doubling: {error_ratios[1]:.5f} (dimensionless)")
print("PASS")
```

It prints:

```
MODEL INPUTS (Hartree atomic units)
Sheet charge per area: 0.050 e/bohr^2
Well cell length: 5.00 bohr
Well spring per area: 0.0070 hartree/bohr^4
Well spring rest offset: -0.010 bohr
Barrier cell length: 4.80 bohr
Barrier spring per area: 0.0076 hartree/bohr^4
Barrier spring rest offset: -0.025 bohr
Well cells: 8; barrier cells: 12 (counts)
Well thickness: 40.00 bohr
Barrier thickness: 57.60 bohr
BULK RESULTS
Well polarization: -0.02402346 e/bohr^2
Barrier polarization: -0.02312404 e/bohr^2
Polarization mismatch P_b-P_w: 0.00089942 e/bohr^2
Well relative permittivity: 9.76542 (dimensionless)
Barrier relative permittivity: 7.20369 (dimensionless)
SUPERLATTICE RESULTS
Well field, relaxed chain: 0.000765332 a.u.
Well field, formula: 0.000765332 a.u.
Well field, converted: 0.39355 GV/m
Barrier field, relaxed chain: -0.000531481 a.u.
Common displacement field D: -0.29441388 a.u.
Magnitude of well energy drop: 0.0306133 hartree
Well energy drop, converted: 0.83303 eV
BARRIER THICKNESS AND WELL FIELD
L_b = 4.8 bohr: E_w = 0.00016193 a.u.
L_b = 19.2 bohr: E_w = 0.00045624 a.u.
L_b = 57.6 bohr: E_w = 0.00076533 a.u.
L_b = 172.8 bohr: E_w = 0.00098858 a.u.
L_b = 576.0 bohr: E_w = 0.00110099 a.u.
Infinite-barrier limit: 0.00115739 a.u.
CHANGED BOUNDARY CONDITIONS
Applied average field: 0.000200 a.u.
Well field with this average: 0.00093064 a.u.
Added well-to-barrier charge: 0.000200 e/bohr^2
Well field with added charges: 0.00059515 a.u.
INTERFACE RELAXATION
Intercell spring per area: 0.0020 hartree/bohr^4
Period 195.2 bohr: field error 3.194126e-07 a.u.
Period 390.4 bohr: field error 1.601300e-07 a.u.
Period 780.8 bohr: field error 8.007414e-08 a.u.
Error ratio on first doubling: 1.99471 (dimensionless)
Error ratio on second doubling: 1.99977 (dimensionless)
PASS
```
